\section*{Quadratic Concentration Dependence of Zinc Diffusion in Gallium Arsenide}

\section{The decision that depends on the law}

Suppose that a zinc diffusion into gallium arsenide has given a front at the wanted depth, and that the next run must have half the surface concentration at the same temperature and arsenic pressure. Should the furnace time change? With a constant diffusivity, the depth at a given fraction of the surface concentration stays the same. With a diffusivity proportional to the square of the local zinc concentration, that depth is halved, and four times the time is needed to restore it. The choice of law therefore fixes the process time, and it rests on the charge of the mobile zinc and on the state of the native defects.

Let $x$ point from the surface into the crystal, and count fluxes as positive along $x$. The concentration of substitutional zinc acceptors $\mathrm{Zn}_s^-$ is $C_s$, with surface value $C_0$. The concentration of zinc interstitials $\mathrm{Zn}_i^+$ is $C_i$ and their diffusivity is $D_i$. Holes and electrons have concentrations $p$ and $n$, and $n_i$ is the intrinsic carrier concentration. The elementary charge is $q>0$, and $k_BT$ is the thermal energy.

\section{Assumptions and theorem}

\begin{enumerate}
\item Substitutional zinc is immobile; zinc moves as $\mathrm{Zn}_i^+$.
\item The exchange between the two forms is in local equilibrium.
\item Native defects have their equilibrium concentrations at the local Fermi level. Temperature and arsenic pressure are fixed.
\item The crystal is otherwise undoped and locally neutral, and $C_i$ and the charged native defects are negligible in the charge balance.
\item Carriers obey Boltzmann statistics, the defects are dilute, and the hole current is negligible on the scale of its separate drift and diffusion parts.
\end{enumerate}

\paragraph{Theorem.} Under these assumptions there is a constant $A$, independent of $C_s$, such that $C_i=AC_sp^2$, and the zinc flux is $J=-D_{\rm eff}\,\partial C_s/\partial x$ with
\begin{equation}
D_{\rm eff}=AD_ip^2\left[1+\frac{C_s}{\sqrt{C_s^2+4n_i^2}}\right].
\label{general}
\end{equation}
For $C_s\gg n_i$ this becomes
\begin{equation}
D_{\rm eff}=2AD_iC_s^2=2D_i\frac{C_i}{C_s}.
\label{quadratic}
\end{equation}

The proof needs two lemmas: one for the number of interstitials, the other for the force on them.

\section{Lemma 1: the interstitial concentration}

\paragraph{Lemma 1.} Under assumptions 2, 3 and 5, $C_i=AC_sp^2$, whatever the charge of the native defect that takes part in the exchange.

\paragraph{Proof.} In the kick-out reaction a zinc interstitial takes a gallium site and displaces the gallium atom, which becomes an interstitial $I^{k+}$ of concentration $C_I$:
\begin{equation}
\mathrm{Zn}_i^+\rightleftharpoons \mathrm{Zn}_s^-+I^{k+}+(2-k)h^+ .
\end{equation}
The charge on the right is $-1+k+(2-k)=+1$, as on the left. A negative number of holes means that holes are consumed.

For dilute species $j$ the free energy density is
\begin{equation}
f=\sum_j C_j\left[E_j+k_BT\left(\ln\frac{C_j}{N_j}-1\right)\right],
\end{equation}
where $E_j$ is a formation energy and $N_j$ a density of sites or states. Its derivative is $\mu_j=\partial f/\partial C_j=E_j+k_BT\ln(C_j/N_j)$. At the minimum, a small advance of the reaction leaves $f$ unchanged, so
\begin{equation}
\mu_s+\mu_I+(2-k)\mu_h-\mu_i=0 .
\end{equation}
Collecting the logarithms and putting all constants into $K(T)$ gives
\begin{equation}
\frac{C_sC_Ip^{2-k}}{C_i}=K(T).
\label{mass}
\end{equation}

A native interstitial forms from a gallium atom of the reservoir and $k$ holes. The reservoir has a fixed chemical potential because temperature and arsenic pressure are fixed. The same argument gives $C_I=Bp^k$ with constant $B$. Inserting this in (\ref{mass}),
\begin{equation}
C_i=\frac{C_s\,Bp^k\,p^{2-k}}{K}=AC_sp^2,\qquad A=\frac{B}{K}.
\label{ci}
\end{equation}

If the exchange uses a gallium vacancy instead, the reaction is $\mathrm{Zn}_i^++V^{m-}\rightleftharpoons\mathrm{Zn}_s^-+(2-m)h^+$. Mass action gives $C_i\propto C_sp^{2-m}/C_V$, and vacancy equilibrium gives $C_V\propto p^{-m}$. The powers again combine to $C_sp^2$. This completes the proof.

The two holes have a simple origin: turning a positive ion into a negative one releases two positive charges. When the displaced gallium interstitial returns to the reservoir it gives back its $k$ holes, so the total is two for any $k$. Direct numerical minimization of $f$, for $k=1,2,3$ and three zinc contents each, gave a constant $C_i/(C_sp^2)$ equal to the predicted one within a relative error of $5\times10^{-7}$.

\section{Lemma 2: the built-in field}

\paragraph{Lemma 2.} Under assumption 5 the flux of singly charged interstitials is
\begin{equation}
J=-D_ip\,\frac{\partial}{\partial x}\left(\frac{C_i}{p}\right).
\label{flux}
\end{equation}

\paragraph{Proof.} With the Einstein relation, the hole flux in a field $\mathcal E$ is
\begin{equation}
J_h=-D_h\left(\frac{\partial p}{\partial x}-p\frac{q\mathcal E}{k_BT}\right).
\end{equation}
Holes are far more mobile than zinc, so a tiny imbalance of the two terms carries any current needed to accompany the ions. Setting the bracket to zero gives
\begin{equation}
\frac{q\mathcal E}{k_BT}=\frac1p\frac{\partial p}{\partial x}.
\end{equation}
The interstitials have the same charge as a hole and feel the same field:
\begin{align}
J&=-D_i\frac{\partial C_i}{\partial x}+D_iC_i\frac{q\mathcal E}{k_BT}\nonumber\\
&=-D_i\left(\frac{\partial C_i}{\partial x}-\frac{C_i}{p}\frac{\partial p}{\partial x}\right).
\end{align}
Since $\partial(C_i/p)/\partial x=p^{-1}\partial C_i/\partial x-C_ip^{-2}\partial p/\partial x$, the bracket equals $p\,\partial(C_i/p)/\partial x$. This proves the lemma.

During in-diffusion $p$ falls with depth, so $\mathcal E$ is negative. The field pushes the positive interstitials back towards the surface and reduces their flux.

\section{Proof of the theorem}

Neutrality reads $p-n=C_s$, and $np=n_i^2$. Hence $p^2-C_sp-n_i^2=0$, whose positive root is
\begin{equation}
p=\frac{C_s+R}{2},\qquad R=\sqrt{C_s^2+4n_i^2}.
\end{equation}
Because $dR/dC_s=C_s/R$,
\begin{equation}
\frac{dp}{dC_s}=\frac12\left(1+\frac{C_s}{R}\right)=\frac{R+C_s}{2R}=\frac pR .
\end{equation}
Lemma 1 gives $C_i/p=AC_sp$. Lemma 2 then yields
\begin{align}
J&=-AD_ip\frac{\partial(C_sp)}{\partial x}
=-AD_ip\left(p+C_s\frac{dp}{dC_s}\right)\frac{\partial C_s}{\partial x}\nonumber\\
&=-AD_ip^2\left(1+\frac{C_s}{R}\right)\frac{\partial C_s}{\partial x},
\end{align}
which is (\ref{general}). For $C_s\gg n_i$ both $p$ and $R$ tend to $C_s$, and (\ref{quadratic}) follows.

\paragraph{Remark 1: limits.} To first order in $n_i^2/C_s^2$, $p^2=C_s^2(1+2n_i^2/C_s^2)$ and $1+C_s/R=2(1-n_i^2/C_s^2)$. The product is $2C_s^2(1+n_i^2/C_s^2)$, so the relative correction to the quadratic law is $n_i^2/C_s^2$. In the opposite limit, $C_s\ll n_i$, the diffusivity is the constant $AD_in_i^2$.

\paragraph{Remark 2: an acceptor background.} If the crystal already holds a uniform density $N_A\gg n_i$ of other, immobile acceptors, then $p=C_s+N_A$ and $dp/dC_s=1$. The same flux gives $D_{\rm eff}=AD_ip(p+C_s)$. It is quadratic for $C_s\gg N_A$ but tends to $AD_iN_A^2$ for $C_s\ll N_A$.

\paragraph{Remark 3: where the 2 comes from.} Without the field, the flux would be $-D_i\partial(AC_s^3)/\partial x$, with a prefactor 3. The field removes one of the three parts. For an interstitial of charge $z+$, the reaction releases $z+1$ positive charges, so $C_i=A_zC_sp^{z+1}$, and the drift term changes (\ref{flux}) to $-D_ip^z\partial(C_i/p^z)/\partial x$. With $p=C_s$,
\begin{equation}
J=-A_zD_iC_s^z\frac{\partial C_s^2}{\partial x}
=-2A_zD_iC_s^{z+1}\frac{\partial C_s}{\partial x}.
\end{equation}
The factor 2 remains, but the power is $z+1$. A quadratic law thus identifies $z=1$ only if the other assumptions hold.

The statements of Remark 3 were tested by integrating the coupled equations for $\mathrm{Zn}_s^-$, $\mathrm{Zn}_i^+$ and $I^{k+}$, with a finite reaction rate and without inserting $D_{\rm eff}$. The runs had $k=2$, $n_i/C_0=0.01$ and native transport $10^3$ times that of zinc in the sense of $r$ below. The reaction rate was $10^6$ per diffusion time, and the interstitial storage scale was $10^{-3}C_0$. Flux divided by gradient, for $C_s$ between $0.5C_0$ and $0.9C_0$, gave $D_{\rm eff}/(AD_iC_s^2)=2.00$ with the field and 3.00 without it. The fitted exponents were 2.00 for $z=1$ and 3.00 for $z=2$.

\section{When are native defects at equilibrium?}

Each zinc atom that enters a gallium site by kick-out releases one gallium interstitial. If these cannot leave quickly enough, assumption 3 fails. The following proposition measures the failure for $k=2$, with no sinks in the bulk, no vacancies taking part, and equilibrium at the surface.

\paragraph{Proposition 1.} Let $c=C_s/C_0$, let $D_I$ be the diffusivity of $I^{2+}$, and let $r=D_iC_i/(D_IC_I)$ at the surface. In the extrinsic regime, with negligible storage of both interstitials, the supersaturation $w=C_I/(Bp^2)$ and the diffusivity are
\begin{equation}
w=\left(\frac{1+r}{1+rc}\right)^2,\qquad
D_{\rm eff}=D_{\rm surf}\frac{c^2(1+r)^2}{(1+rc)^3},
\label{slow}
\end{equation}
where $D_{\rm surf}=2AD_iC_0^2$ is the ideal surface value.

\paragraph{Proof.} Equation (\ref{mass}) now gives $C_i=AC_sp^2w$. Write $G_i=AD_iC_0^3$ and $G_I=D_IBC_0^2$, so that $r=G_i/G_I$. A prime denotes $\partial/\partial x$. Lemma 2, and its analogue for charge $2+$, give
\begin{equation}
J=-G_ic(c^2w)',\qquad J_I=-G_Ic^2w'.
\end{equation}
The reaction turns one interstitial atom into another, so it cancels in the sum of their balances. With storage neglected, $(J+J_I)'=0$; both fluxes vanish deep in the crystal, hence $J_I=-J$. Therefore
\begin{equation}
G_Ic^2w'+G_i(2c^2c'w+c^3w')=0 .
\end{equation}
Division by $G_Ic^2$ gives $(1+rc)w'=-2rc'w$, or $d\ln w=-2\,d\ln(1+rc)$. Integration from $c=1$, $w=1$ gives the first part of (\ref{slow}). Then
\begin{equation}
J=G_Ic^2w'=-\frac{2G_ic^2w}{1+rc}c'
=-\frac{2G_ic^2(1+r)^2}{(1+rc)^3}c'.
\end{equation}
Comparison with $J=-D_{\rm eff}C_0c'$ and $D_{\rm surf}=2G_i/C_0$ completes the proof.

For $r\ll1$ the quadratic law returns. The local exponent is
\begin{equation}
\frac{d\ln D_{\rm eff}}{d\ln c}=2-\frac{3rc}{1+rc},
\end{equation}
which tends to $-1$ for $rc\gg1$. At $r=5$, for $c$ between $0.5$ and $0.9$, the three-species integration agreed with the diffusivity in (\ref{slow}) within 0.2\,\%, and the fitted exponent was $-0.31$. Slow native defects can thus remove the quadratic law while zinc still moves as $\mathrm{Zn}_i^+$.

\section{The profile for a fixed surface concentration}

Conservation of zinc is $\partial(C_s+C_i)/\partial t=-\partial J/\partial x$. In the extrinsic regime $C_i=AC_s^3$, so the left side is $(1+3C_i/C_s)\partial C_s/\partial t$. For $C_i\ll C_s$ the bracket is 1 and
\begin{equation}
\frac{\partial c}{\partial t}=\frac{\partial}{\partial x}\left(D_{\rm surf}c^2\frac{\partial c}{\partial x}\right).
\end{equation}

\paragraph{Proposition 2.} For $c=1$ at the surface and an initially zinc-free crystal, the extrinsic equation has a profile with a sharp front at
\begin{equation}
x_f=\eta_f\sqrt{D_{\rm surf}t},\qquad \eta_f\simeq1.09 .
\label{front}
\end{equation}

\paragraph{Derivation.} Put $\eta=x/\sqrt{D_{\rm surf}t}$ and let a prime now mean $d/d\eta$. Since $\partial\eta/\partial t=-\eta/(2t)$,
\begin{equation}
(c^2c')'+\tfrac12\eta c'=0 .
\label{ode}
\end{equation}
Let $s=\eta_f-\eta$ be the distance behind the front and $y=c^2$. Then $d/d\eta=-d/ds$ and $c^2c_s=cy_s/2$, so (\ref{ode}) becomes $(cy_s)_s=\eta c_s$. Using $c_s=y_s/(2c)$ and multiplying by $2c$,
\begin{equation}
y_s^2+2yy_{ss}=(\eta_f-s)y_s .
\end{equation}
Insert $y=a s+bs^2+ds^3$. The successive powers of $s$ require
\begin{align}
a^2&=\eta_fa, & a&=\eta_f,\\
8ab&=2b\eta_f-a, & b&=-\tfrac16,\\
18ad+8b^2&=3d\eta_f-2b, & d&=\frac{1}{135\eta_f}.
\end{align}
The root $a=0$ is discarded because the front moves. Thus
\begin{equation}
c^2=\eta_fs-\frac{s^2}{6}+\frac{s^3}{135\eta_f}+\ldots
\label{series}
\end{equation}
At the surface $s=\eta_f$ and $c=1$, so the three terms give $1=\eta_f^2(227/270)$ and $\eta_f=1.0906$. Numerical integration gives 1.0903.

Near the front $c\simeq\sqrt{\eta_fs}$: the slope grows without bound, while the flux, proportional to $c^2c_s=cy_s/2$, goes to zero. The front advances at the speed $J/C_s=D_{\rm eff}|\partial c/\partial x|/c$, which stays finite and nonzero as $c\to0$. For $D_{\rm eff}\propto c^m$ the slope therefore varies as $c^{1-m}$. It is unbounded here because the diffusivity falls faster than the concentration ($m=2$); a diffusivity proportional to $c$ also vanishes at the front, but gives a finite slope.

The dose follows by integrating (\ref{ode}) from 0 to $\eta_f$. Integration by parts of $\eta c'$ gives $\int_0^{\eta_f}c\,d\eta=-2c^2c'|_{\eta=0}$, whose numerical value is 0.753. Hence $Q=0.753\,C_0\sqrt{D_{\rm surf}t}$. Since $D_{\rm surf}\propto C_0^2$ at fixed $A$ and $D_i$, the depth scales as $C_0\sqrt t$ and the dose as $C_0^2\sqrt t$. This settles the opening question: half the surface concentration needs four times the time for the same depth, provided the theorem's assumptions and $C_0\gg n_i$ hold in both runs.

\section{Worked example: 60 minutes at 700\,$^\circ$C}

Take $C_0=2\times10^{19}$ cm$^{-3}$, surface $C_i/C_s=10^{-4}$, $D_i=5\times10^{-8}$ cm$^2$/s and $n_i=3\times10^{16}$ cm$^{-3}$. Then
\begin{align}
A&=\frac{10^{-4}}{(2\times10^{19})^2}=2.5\times10^{-43}\ {\rm cm}^6,\\
D_{\rm surf}&=2(5\times10^{-8})(10^{-4})=1.0\times10^{-11}\ {\rm cm}^2/{\rm s},\\
\sqrt{D_{\rm surf}t}&=\sqrt{10^{-11}\times3600}\ {\rm cm}=1.90\ \mu{\rm m},\\
x_f&=1.09\times1.90\ \mu{\rm m}=2.07\ \mu{\rm m}.
\end{align}
The dose is $2.9\times10^{15}$ cm$^{-2}$. The concentration has fallen to half its surface value at 1.62 $\mu$m, where $D_{\rm eff}$ is a quarter of $D_{\rm surf}$. It reaches one tenth at 2.05 $\mu$m, only about 0.02 $\mu$m before the front.

\paragraph{Native defects.} The surface product $D_iC_i$ is $10^8$ cm$^{-1}$s$^{-1}$. By (\ref{slow}), the supersaturation towards the front approaches $(1+r)^2$. Keeping the excess $w-1$ below 10\,\% needs $r<\sqrt{1.1}-1=0.049$, hence $D_IC_I>2.1\times10^9$ cm$^{-1}$s$^{-1}$ for $k=2$. The example assumes this capacity; it does not predict it. For a real crystal $D_IC_I$ must be taken from gallium self-diffusion data, and at this temperature it may be much smaller, in which case $r$ is not small and assumption 3 fails.

\paragraph{Hole statistics.} Replace $p$ in mass action by an activity $a$, with hole chemical potential $k_BT\ln a$ plus a constant. Zero hole current then gives $q\mathcal E/k_BT=\partial\ln a/\partial x$, and $J=-D_ia\,\partial(AC_sa)/\partial x$ gives
\begin{equation}
D_{\rm eff}=AD_ia^2\left(1+\frac{d\ln a}{d\ln C_s}\right).
\end{equation}
For a parabolic band with density of states $N_v$, the leading degeneracy correction is $a=p\exp[p/(\sqrt8N_v)]$. A rough hole mass of $0.51m_e$ gives $p/N_v=0.375$ at the surface. With $\beta=0.375/\sqrt8=0.132$, $D_{\rm surf}$ is multiplied by $e^{2\beta}(1+\beta/2)=1.39$. At fixed $C_0$, $A$ and $D_i$, the depth at $0.3C_0$ grows by 13\,\%.

Heavy doping also raises the valence-band edge, which lowers $a$. A rough shift of 20 meV at $C_0$, varying as $p^{1/3}$, turns the combined factor in $D_{\rm surf}$ into 0.83 and makes that depth about 10.5\,\% smaller than the ideal one. These numbers only illustrate the size of the effect. The $p^{1/3}$ form belongs to degenerate holes at low temperature. At $p/N_v=0.375$, classical screening with Debye length $L_D=1.7$ nm and permittivity $\varepsilon=12.9\,\varepsilon_0$ gives a shift $q^2/(8\pi\varepsilon L_D)\approx32$ meV growing as $p^{1/2}$, for which the combined factor is about 0.58. The same screening also lowers the energies of the zinc ions, which the formula above omits. At fixed $A$, even the sign of the correction thus depends on the band shift. If the surface ratio $C_i/C_s$ is held at its input value instead, $Aa^2$ at the surface is unchanged, and the two factors in $D_{\rm surf}$ are only 1.07 and 1.03. At such hole densities the factor of four in the opening question is approximate: at fixed $A$, for the depth at half the surface concentration, it becomes about 4.6 with degeneracy alone and 4.1 with the 20 meV shift included. Both depth factors were computed with $n_i/C_0=0.01$.

\paragraph{The foot of the front.} Interstitial storage, $3C_i/C_s=3\times10^{-4}$, is negligible. Neutral acceptors matter more. With a rough binding energy of 31 meV and permittivity 12.9, a hydrogenic radius $a_A$ and the criterion $a_AN^{1/3}=0.25$ put the Mott density at $2.7\times10^{18}$ cm$^{-3}$. Isolated-acceptor statistics with degeneracy 4 would leave 19\,\% neutral there; at higher densities the model takes the acceptors as ionized. The part of the profile below this density is within about 31 nm of the front. Local neutrality also becomes inaccurate as the Debye length approaches $C_s/|\partial C_s/\partial x|$. The two lengths are equal at about $10^{18}$ cm$^{-3}$ and 4 nm from the front, but the departure from neutrality already begins some way behind that point. With the chosen inputs and ideal hole statistics, the model gives the depth of the front, but not the detailed shape of its last 30 nm or so.

\paragraph{Relation to real diffusions.} Zinc diffusions near this temperature, with surface concentrations of roughly $10^{19}$ to $10^{20}$ cm$^{-3}$ and depths of micrometres, are the case intended here; the chosen $C_0$ is near the lower end. The separate values of $D_i$ and $C_i/C_s$ are round model inputs, and the profile depends only on their product. Native-defect equilibrium is open to doubt in a real crystal, since in-diffusion by kick-out itself produces gallium interstitials. If $r$ were 5, (\ref{slow}) would lower the surface diffusivity by the factor $1+r=6$, far more than the hole corrections. At small $c$ the same formula gives a higher diffusivity than the ideal law, so the profile changes its shape. Since $r\propto C_0$ at fixed $A$, $B$, $D_i$ and $D_I$, profiles at different surface concentrations are then not scaled copies of each other, and the time needed to bring a given fraction of $C_0$ to a given depth does not in general scale as $1/C_0^2$. The remaining values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
mass action, largest relative error: 4.2e-07
simulated exponent, Zn_i charge 1: 1.997
simulated exponent, Zn_i charge 2: 2.997
simulated D/(D_i A C_s^2), field on: 2.000
simulated D/(D_i A C_s^2), field off: 3.001
D error, quadratic law: 0.09 %
D error, n_i/C_0 = 0.1: 0.06 %
D error, slow native defects r = 5.0: 0.19 %
exponent with slow native defects: -0.311
supersaturation formula error: 0.08 %
D error, non-ideal hole activity: 0.10 %
profile error in eta: 0.0006
front eta_f, numerical: 1.09032
front eta_f, three-term series: 1.09061
scaled dose: 0.75305
temperature: 973.15 K; kT: 0.08386 eV
surface C_0: 2.00e+19 cm^-3
surface C_i/C_s: 1.0e-04
D_i: 5.0e-08 cm^2/s
n_i, rough input: 3.0e+16 cm^-3
time: 60 min
A: 2.500e-43 cm^6
surface D_eff: 1.000e-11 cm^2/s
sqrt(D_surf t): 1.8974 um
front depth: 2.0687 um
C_s = 1.6e+19 cm^-3: D_eff 6.40e-12 cm^2/s, depth 0.8359 um
C_s = 1.0e+19 cm^-3: D_eff 2.50e-12 cm^2/s, depth 1.6174 um
C_s = 2.0e+18 cm^-3: D_eff 1.00e-13 cm^2/s, depth 2.0513 um
zinc dose: 2.858e+15 cm^-2
intrinsic-limit D_eff: 1.12e-17 cm^2/s
interstitial storage 3C_i/C_s: 3.0e-04
hole mass, rough input: 0.51 m_e
valence density of states: 5.340e+19 cm^-3
surface p/N_v: 0.375; beta: 0.1324
degeneracy: surface D factor 1.390, depth factor at 0.3 C_0 1.126
valence shift, rough input: 20 meV
degeneracy and shift: surface D factor 0.830, depth factor at 0.3 C_0 0.895
acceptor energy, rough input: 31 meV
relative permittivity, rough input: 12.9
Mott density: 2.68e+18 cm^-3
neutral acceptors at Mott density: 19.0 %
Mott point to front: 31.3 nm
quasi-neutrality limit: 9.54e+17 cm^-3, 3.96 nm from front
surface D_i C_i: 1.00e+08 cm^-1 s^-1
largest r for 10 % supersaturation: 0.0488
required surface D_I C_I: 2.05e+09 cm^-1 s^-1
\end{verbatim}
